# Pauli's fundamental theorem and the Dirac, chiral and Majorana gamma matrices

## Statement

Let $\eta=\mathrm{diag}(1,-1,-1,-1)$, and let $\gamma^\mu$ and $\gamma'^\mu$, $\mu=0,1,2,3$, be two sets of complex $4\times4$ matrices satisfying

$$\{\gamma^\mu,\gamma^\nu\}=2\eta^{\mu\nu}\mathbb 1,\qquad \{\gamma'^\mu,\gamma'^\nu\}=2\eta^{\mu\nu}\mathbb 1. \tag{1}$$

**Theorem.**

(a) There is an invertible matrix $S$ with $\gamma'^\mu=S\gamma^\mu S^{-1}$ for all $\mu$.

(b) $S$ is unique up to a nonzero complex factor.

(c) If all eight matrices are unitary, $S$ can be chosen unitary, and is then unique up to a phase.

For the three standard forms, let $\tau_a$ denote Pauli matrices acting on the $2\times2$ blocks and $\sigma_a$ Pauli matrices acting inside each block, so that $\tau_a\sigma_b$ means $\tau_a\otimes\sigma_b$ and every $\tau$ commutes with every $\sigma$. The forms are

- Dirac: $\gamma^0=\tau_3$, $\gamma^i=i\tau_2\sigma_i$;
- chiral: $\gamma^0=\tau_1$, $\gamma^i=i\tau_2\sigma_i$;
- Majorana: $\gamma^0=\tau_1\sigma_2$, $\gamma^1=i\sigma_3$, $\gamma^2=-i\tau_2\sigma_2$, $\gamma^3=-i\sigma_1$.

With $\gamma_C=S_{CD}\gamma_DS_{CD}^{-1}$ and so on, unitary similarities between them are

$$S_{CD}=\frac{1-i\tau_2}{\sqrt2},\qquad S_{MD}=\frac{\tau_3+\tau_1\sigma_2}{\sqrt2},\qquad S_{MC}=\frac{\tau_3+\tau_1+(\tau_1-\tau_3)\sigma_2}{2}. \tag{2}$$

Physically, if $\psi$ solves $(i\gamma^\mu\partial_\mu-m)\psi=0$, then $\psi'=S\psi$ solves the same equation with $\gamma'^\mu$, because $S$ is constant. The choice of matrices is a choice of basis in spinor space.

## Three lemmas

For each subset $A$ of $\{0,1,2,3\}$ let $\Gamma_A$ be the product of the $\gamma^\mu$ with $\mu\in A$, in increasing order, and $\Gamma_\emptyset=\mathbb 1$. There are $2^4=16$ such products. Define $\Gamma'_A$ in the same way from $\gamma'^\mu$.

**Lemma 1.** $\Gamma_A\Gamma_B=\varepsilon_{AB}\Gamma_{A\triangle B}$ with $\varepsilon_{AB}=\pm1$, where $A\triangle B$ contains the indices lying in one of the two sets but not in both. The signs are the same for the primed products.

*Proof.* Sort the factors of $\Gamma_A\Gamma_B$. Each exchange of two different gammas gives $-1$, and each repeated gamma gives $(\gamma^\mu)^2=\eta^{\mu\mu}\mathbb 1=\pm\mathbb 1$ (no sum). The unrepeated indices remain. These rules come from (1) alone, which both sets obey. ∎

In particular $\Gamma_A^2=\varepsilon_{AA}\mathbb 1$, so $\Gamma_A$ is invertible and $\Gamma_A^{-1}=\varepsilon_{AA}\Gamma_A$.

**Lemma 2.** $\mathrm{tr}(\Gamma_A^{-1}\Gamma_B)=4\delta_{AB}$, and the 16 products are a basis of the $4\times4$ matrices.

*Proof.* Let $|A|$ be the number of indices in $A$. Moving $\gamma^\mu$ through $\Gamma_A$ gives $(-1)^{|A|}$ if $\mu\notin A$, and $(-1)^{|A|-1}$ if $\mu\in A$, since $\gamma^\mu$ commutes with itself. For even $|A|>0$ choose $\mu\in A$. For odd $|A|$, which is at most 3, choose $\mu\notin A$. In both cases $\gamma^\mu$ anticommutes with $\Gamma_A$, and cyclicity of the trace gives

$$\mathrm{tr}\,\Gamma_A=\mathrm{tr}\big(\gamma^\mu\Gamma_A(\gamma^\mu)^{-1}\big)=-\mathrm{tr}\,\Gamma_A=0\qquad(A\neq\emptyset).$$

By Lemma 1, $\Gamma_A^{-1}\Gamma_B=\pm\Gamma_{A\triangle B}$, which is traceless for $A\ne B$. For $A=B$ it is $\mathbb 1$, with trace 4. If now $\sum_Bc_B\Gamma_B=0$, multiplying by $\Gamma_A^{-1}$ and taking the trace gives $4c_A=0$. The 16 products are therefore independent, and 16 is the dimension of the space of $4\times4$ matrices. ∎

**Lemma 3.** For every $4\times 4$ matrix $M$,

$$\sum_A\Gamma_AM\Gamma_A^{-1}=4\,\mathrm{tr}(M)\,\mathbb 1. \tag{3}$$

A matrix that commutes with all four $\gamma^\mu$ is a multiple of $\mathbb 1$.

*Proof.* Lemma 2 gives the expansion $M=\frac14\sum_A\mathrm{tr}(\Gamma_A^{-1}M)\Gamma_A$. In components, with repeated matrix indices summed,

$$M_{kl}=\tfrac14\sum_A(\Gamma_A^{-1})_{ij}M_{ji}(\Gamma_A)_{kl}.$$

Since $M_{kl}=\delta_{jk}\delta_{il}M_{ji}$ and $M$ is arbitrary, the coefficients of $M_{ji}$ must agree:

$$\sum_A(\Gamma_A^{-1})_{ij}(\Gamma_A)_{kl}=4\delta_{il}\delta_{jk}.$$

Multiplying by $M_{li}$ and summing over $l$ and $i$ gives the $kj$ element of (3). If $M$ commutes with all $\gamma^\mu$, it commutes with every $\Gamma_A$, the left side of (3) is $16M$, and $M=\frac14\mathrm{tr}(M)\mathbb 1$. ∎

## Proof of the theorem

**An intertwiner.** For any $4\times4$ matrix $F$, the seed, define

$$S(F)=\sum_A\Gamma'_AF\,\Gamma_A^{-1}. \tag{4}$$

Lemma 1, with equal signs for both sets, gives

$$\Gamma'_BS(F)\Gamma_B^{-1}=\sum_A\Gamma'_B\Gamma'_AF(\Gamma_B\Gamma_A)^{-1}=\sum_A\varepsilon_{BA}^2\,\Gamma'_{B\triangle A}F\,\Gamma_{B\triangle A}^{-1}=S(F). \tag{5}$$

The last step uses $\varepsilon_{BA}^2=1$ and the fact that $B\triangle A$ runs once through all subsets when $A$ does. For $B=\{\mu\}$ this reads $\gamma'^\mu S=S\gamma^\mu$.

**It is nonzero for some seed.** Let $F$ have a single nonzero element, $F_{jk}=1$. Then $S_{il}=\sum_A(\Gamma'_A)_{ij}(\Gamma_A^{-1})_{kl}$. If this vanished for all $i,j,k,l$, then $\sum_A(\Gamma'_A)_{ij}\Gamma_A^{-1}=0$ for each pair $i,j$. The matrices $\Gamma_A^{-1}=\pm\Gamma_A$ are independent, so every $(\Gamma'_A)_{ij}$ would vanish, which contradicts $\Gamma'_\emptyset=\mathbb 1$.

**It is then invertible.** Let $S=S(F)\neq0$ and define $T(G)=\sum_A\Gamma_AG\,\Gamma_A'^{-1}$. Exchanging the two sets in (5) gives $\gamma^\mu T=T\gamma'^\mu$. Hence $TS\gamma^\mu=T\gamma'^\mu S=\gamma^\mu TS$, and $TS=c\,\mathbb 1$ by Lemma 3. The trace fixes $c$:

$$4c=\sum_A\mathrm{tr}(\Gamma_AG\,\Gamma_A'^{-1}S)=\sum_A\mathrm{tr}(G\,\Gamma_A'^{-1}S\,\Gamma_A)=16\,\mathrm{tr}(GS),$$

because (5) also says $S\Gamma_A=\Gamma'_AS$. Some element $S_{ij}$ is nonzero. Taking $G_{ji}=1/(4S_{ij})$ as the single nonzero element of $G$ makes $\mathrm{tr}(GS)=\frac14$ and $c=1$. A left inverse of a square matrix is its inverse, so (a) holds.

**Uniqueness.** If $\gamma'^\mu X=X\gamma^\mu$, then $S^{-1}X\gamma^\mu=S^{-1}\gamma'^\mu X=\gamma^\mu S^{-1}X$. By Lemma 3, $X=cS$, and $X$ is invertible when $c\ne0$. This is (b).

**Unitary sets.** Take the inverse and then the adjoint of $\gamma'^\mu=S\gamma^\mu S^{-1}$. Both gammas are unitary and unchanged by this double operation, so $\gamma'^\mu=(S^\dagger)^{-1}\gamma^\mu S^\dagger$. Equating the two expressions and multiplying by $S^\dagger$ on the left and $S$ on the right gives

$$S^\dagger S\gamma^\mu=\gamma^\mu S^\dagger S .$$

By Lemma 3, $S^\dagger S=\lambda\mathbb 1$, with $\lambda>0$ because $S$ is invertible. The matrix $S/\sqrt\lambda$ is unitary. A further factor $c$ keeps it unitary if and only if $|c|=1$. This proves (c). ∎

**Remark 1: which seeds work.** Let $S_0$ be any invertible solution. Then $\Gamma'_A=S_0\Gamma_AS_0^{-1}$, and (3) gives

$$S(F)=S_0\sum_A\Gamma_A(S_0^{-1}F)\Gamma_A^{-1}=4\,\mathrm{tr}(S_0^{-1}F)\,S_0. \tag{6}$$

The sum fails if and only if $\mathrm{tr}(S_0^{-1}F)=0$.

**Remark 2: where the theorem stops.** A similarity preserves squares, so both sets need the same metric. The number of gammas matters too. The three anticommuting $2\times2$ matrices $\sigma_i$ and their negatives $-\sigma_i$ obey the same algebra. If $-\sigma_iX=X\sigma_i$ for all $i$, then moving $X$ through $\sigma_1\sigma_2\sigma_3=i\mathbb 1$ gives $-iX=iX$, so $X=0$. The proof breaks at Lemma 2: the product of all three matrices is odd, no unused index is left to anticommute with it, and its trace is $2i$.

## Explicit construction

All three forms satisfy (1). The squares follow by inspection. Two different gammas of one form contain different, hence anticommuting, Pauli matrices in one of the two slots, while their entries in the other slot commute. All three sets are unitary, so (c) applies.

The 16 terms of (4) can be generated in four steps. Since $\Gamma_A=(\gamma^0)^{a_0}(\gamma^1)^{a_1}(\gamma^2)^{a_2}(\gamma^3)^{a_3}$ with each $a_\mu$ equal to 0 or 1,

$$S(F)=K_0K_1K_2K_3(F),\qquad K_\mu(X)=X+\gamma'^\mu X(\gamma^\mu)^{-1}. \tag{7}$$

If $\gamma'^\mu X=X\gamma^\mu$ already holds for one $\mu$, then $K_\mu(X)=2X$.

**Dirac to chiral.** Take $F=\mathbb 1$. The spatial gammas agree, so $K_3$, $K_2$ and $K_1$ each double the seed. With $(\tau_3)^{-1}=\tau_3$ and $\tau_1\tau_3=-i\tau_2$,

$$S(\mathbb 1)=K_0(8\,\mathbb 1)=8(1+\tau_1\tau_3)=8(1-i\tau_2)=8\sqrt2\,S_{CD}.$$

Since $(1-i\tau_2)(1+i\tau_2)=2$, $S_{CD}$ is unitary.

**Dirac to Majorana.** Take $F=\tau_3$. Since $(\gamma_D^3)^{-1}=-\gamma_D^3=-i\tau_2\sigma_3$,

$$\gamma_M^3\tau_3(\gamma_D^3)^{-1}=(-i\sigma_1)\tau_3(-i\tau_2\sigma_3)=-(\tau_3\tau_2)(\sigma_1\sigma_3)=-(-i\tau_1)(-i\sigma_2)=\tau_1\sigma_2 .$$

Thus $K_3(\tau_3)=X$ with $X=\tau_3+\tau_1\sigma_2$. This $X$ already satisfies the other three relations:

$$\begin{aligned}
\gamma_M^2X&=-i\tau_2\tau_3\sigma_2-i\tau_2\tau_1=\tau_1\sigma_2-\tau_3, & X\gamma_D^2&=i\tau_3\tau_2\sigma_2+i\tau_1\tau_2=\tau_1\sigma_2-\tau_3,\\
\gamma_M^1X&=i\tau_3\sigma_3+i\tau_1\sigma_3\sigma_2=i\tau_3\sigma_3+\tau_1\sigma_1, & X\gamma_D^1&=i\tau_3\tau_2\sigma_1+i\tau_1\tau_2\sigma_2\sigma_1=\tau_1\sigma_1+i\tau_3\sigma_3,\\
\gamma_M^0X&=\tau_1\tau_3\sigma_2+1, & X\gamma_D^0&=1+\tau_1\tau_3\sigma_2 .
\end{aligned}$$

The remaining maps each double $X$, and $S(\tau_3)=8X=8\sqrt2\,S_{MD}$. The two terms of $X$ anticommute and each squares to 1, so $X^2=2$. Hence $S_{MD}$ is Hermitian and its own inverse. The seed $F=\mathbb 1$ would give zero here, by (6), because $\mathrm{tr}\,S_{MD}=0$.

**Chiral to Majorana.** Take $F=\tau_3$ again. The spatial gammas of the chiral and Dirac forms agree, so $K_1K_2K_3(\tau_3)=4X$, and

$$S(\tau_3)=4\big(X+\tau_1\sigma_2X\tau_1\big)=4\big(\tau_3+\tau_1\sigma_2-\tau_3\sigma_2+\tau_1\big)=8S_{MC},$$

where $\tau_1\tau_3\tau_1=-\tau_3$ was used. The composition of the other two gives the same matrix:

$$S_{MD}S_{CD}^\dagger=\tfrac12(\tau_3+\tau_1\sigma_2)(1+i\tau_2)=\tfrac12(\tau_3+\tau_1+\tau_1\sigma_2-\tau_3\sigma_2)=S_{MC},$$

from $i\tau_3\tau_2=\tau_1$ and $i\tau_1\tau_2=-\tau_3$. As a product of unitary matrices, $S_{MC}$ is unitary.

## A moving electron in three forms

Set $\hbar=c=m=1$. Let the electron have momentum $p=0.75$ along $z$ and spin up, so $E=\sqrt{1+p^2}=1.25$, which is about $2.347\times10^4$ hartree. The Dirac-form spinor with $\bar uu=2$ is

$$u_D=\sqrt{E+1}\,\Big(1,0,\frac{p}{E+1},0\Big)^T=(1.5,\,0,\,0.5,\,0)^T .$$

It solves $(E\gamma^0-p\gamma^3)u=u$: the first component gives $1.25\cdot1.5-0.75\cdot0.5=1.5$, and the third gives $0.75\cdot1.5-1.25\cdot0.5=0.5$.

**Chiral form.** The matrix $S_{CD}$ takes the difference and the sum of the blocks, divided by $\sqrt2$:

$$u_C=\frac{(1,0,2,0)^T}{\sqrt2}=(0.7071,\,0,\,1.4142,\,0)^T .$$

The squares 0.5 and 2 are $E-p$ and $E+p$. This holds for any $p\ge0$, since $p^2=(E-1)(E+1)$ gives

$$\frac{(E+1\mp p)^2}{2(E+1)}=\frac{(E+1)\mp2p+(E-1)}{2}=E\mp p .$$

At rest the two blocks have equal weight. At high momentum the upper one fades, because $E-p=1/(E+p)$. This is for spin along the momentum. For spin opposite to it the two weights are exchanged and the lower block fades.

**Majorana form.** With $\sigma_2(1,0)^T=(0,i)^T$,

$$u_M=S_{MD}u_D=\frac{(1.5,\,0.5i,\,-0.5,\,1.5i)^T}{\sqrt2}=(1.0607,\,0.3536i,\,-0.3536,\,1.0607i)^T .$$

**Invariants.** For unitary $S$, $\bar u'=u^\dagger S^\dagger S\gamma^0S^{-1}=\bar uS^{-1}$, so $\bar u'u'=\bar uu$ and $\bar u'\gamma'^\mu u'=\bar u\gamma^\mu u$. In the Dirac form the scalar is $1.5^2-0.5^2=2$, the density is $1.5^2+0.5^2=2.5$, and the $z$ current is $u^\dagger\tau_1\sigma_3u=2\cdot1.5\cdot0.5=1.5$. The numerical check finds the scalar 2 and the current $(2.5,0,0,1.5)=2p^\mu$ in all three forms. Spinor and matrices must be changed together: $u_C$ combined with the Dirac $\gamma^0$ gives $0.5-2=-1.5$ instead of 2.

**Charge conjugation.** All Majorana gammas are imaginary, $\gamma^{\mu*}=-\gamma^\mu$. The complex conjugate of $(i\gamma^\mu\partial_\mu-q\gamma^\mu A_\mu-m)\psi=0$, with real potential $A_\mu$, is therefore

$$(i\gamma^\mu\partial_\mu+q\gamma^\mu A_\mu-m)\psi^*=0,$$

the equation for charge $-q$. In the Dirac form this conjugation becomes

$$v_D=S_{MD}^\dagger(S_{MD}u_D)^*=\tfrac12(\tau_3+\tau_1\sigma_2)(\tau_3-\tau_1\sigma_2)u_D^*=-\tau_3\tau_1\sigma_2u_D^*=-i\tau_2\sigma_2u_D^*=-\gamma_D^2u_D^* .$$

For the electron above, $v_D=(0,-0.5i,0,1.5i)^T$. The overall phase of $v_D$ is a convention. By (c), $S_{MD}$ may be replaced by $e^{i\varphi}S_{MD}$, which multiplies $v_D$ by $e^{-2i\varphi}$. The choice $\varphi=\pi/4$ gives the common form $i\gamma_D^2u_D^*=(0,-0.5,0,1.5)^T$.

## A similarity that cannot be unitary

Let $\gamma^\mu$ be the Dirac form and define, with rapidity $\zeta$,

$$\gamma'^0=\cosh\zeta\,\gamma^0+\sinh\zeta\,\gamma^3,\qquad \gamma'^3=\sinh\zeta\,\gamma^0+\cosh\zeta\,\gamma^3,$$

with $\gamma^1$ and $\gamma^2$ unchanged. This is a Lorentz transformation of the index $\mu$, so (1) still holds. The matrix $N=\gamma^0\gamma^3=\tau_1\sigma_3$ is Hermitian, satisfies $N^2=1$, anticommutes with $\gamma^0$ and $\gamma^3$, and commutes with $\gamma^1$ and $\gamma^2$. For $S=e^{-\zeta N/2}$,

$$S\gamma^0S^{-1}=S^2\gamma^0=(\cosh\zeta-N\sinh\zeta)\gamma^0=\gamma'^0,$$

because $N\gamma^0=-\gamma^3$. In the same way $N\gamma^3=-\gamma^0$ gives $S\gamma^3S^{-1}=\gamma'^3$.

Choose $\tanh\zeta=p/E$, so that $e^\zeta=E+p=2$ and $\zeta=0.6931$. The singular values of $S$ are $e^{\pm\zeta/2}=1.4142$ and $0.7071$. They differ, so no multiple of $S$ is unitary, and by (b) no other similarity exists. There is no conflict with (c), whose assumption fails for $\gamma'^0$.

With $\cosh(\zeta/2)=3/(2\sqrt2)$ and $\sinh(\zeta/2)=1/(2\sqrt2)$, the first component of $u'=Su_D$ is $(3\cdot1.5-0.5)/(2\sqrt2)=1.4142$ and the third is $(3\cdot0.5-1.5)/(2\sqrt2)=0$. These are the components of a spinor at rest.

The invariant scalar is now obtained from $u=S^{-1}u'$:

$$\bar uu=u'^\dagger(S^{-1})^\dagger\gamma^0S^{-1}u'=u'^\dagger S^{-1}S\gamma^0u'=u'^\dagger\gamma^0u'=2,$$

where $\gamma^0S^{-1}=S\gamma^0$ was used. Inserting $\gamma'^0$ instead gives $2\cosh\zeta=2.5$, which is not the scalar. For a non-unitary similarity, the matrix in the Dirac adjoint must be transformed as $(S^{-1})^\dagger\gamma^0S^{-1}$, separately from $\gamma^0$ itself.

## Computed results

```
All numbers dimensionless or in units hbar = c = m = 1
Representations tested: 7, ordered pairs: 49
Rank of the 16 products (min, max): 16, 16
Intertwiner dimension (min, max): 1, 1
Intertwiner dimension, sigma to -sigma (2x2): 0
Trace of sigma1 sigma2 sigma3: +0.0000+2.0000i
S Dirac to chiral:
  +0.7071+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i  +0.0000+0.0000i
  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i
  +0.7071+0.0000i  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i
  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i  +0.7071+0.0000i
S Dirac to Majorana:
  +0.7071+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000-0.7071i
  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.7071i  +0.0000+0.0000i
  +0.0000+0.0000i  +0.0000-0.7071i  -0.7071+0.0000i  +0.0000+0.0000i
  +0.0000+0.7071i  +0.0000+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i
S chiral to Majorana:
  +0.5000+0.0000i  +0.0000+0.5000i  +0.5000+0.0000i  +0.0000-0.5000i
  +0.0000-0.5000i  +0.5000+0.0000i  +0.0000+0.5000i  +0.5000+0.0000i
  +0.5000+0.0000i  +0.0000-0.5000i  -0.5000+0.0000i  +0.0000-0.5000i
  +0.0000+0.5000i  +0.5000+0.0000i  +0.0000+0.5000i  -0.5000+0.0000i
Sum/S, Dirac to chiral, seed 1: 11.3137
Sum/S, Dirac to Majorana, seed tau3: 11.3137
Sum/S, chiral to Majorana, seed tau3: 8.0000
Norm of sum, Dirac to Majorana, seed 1: 0.0000
Norm of sum, chiral to Majorana, seed 1: 0.0000
Electron momentum: 0.7500 m c
Electron energy: 1.2500 m c^2
Electron energy converted: 23473.6 hartree
Spinor u, Dirac:
  +1.5000+0.0000i  +0.0000+0.0000i  +0.5000+0.0000i  +0.0000+0.0000i
Spinor u, chiral:
  +0.7071+0.0000i  +0.0000+0.0000i  +1.4142+0.0000i  +0.0000+0.0000i
Spinor u, Majorana:
  +1.0607+0.0000i  +0.0000+0.3536i  -0.3536+0.0000i  +0.0000+1.0607i
Charge-conjugate spinor, Dirac:
  +0.0000+0.0000i  +0.0000-0.5000i  +0.0000+0.0000i  +0.0000+1.5000i
Dirac: ubar u = 2.0000; current = (2.5000, 0.0000, 0.0000, 1.5000)
chiral: ubar u = 2.0000; current = (2.5000, 0.0000, 0.0000, 1.5000)
Majorana: ubar u = 2.0000; current = (2.5000, 0.0000, 0.0000, 1.5000)
Chiral spinor with Dirac gamma0, false scalar: -1.5000
Rapidity of boosted gammas: 0.6931
Singular values of boost S: 1.4142, 0.7071
Spinor u, boosted gammas:
  +1.4142+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
Boosted set, scalar with correct adjoint: 2.0000
Boosted set, scalar with gamma'0 (false): 2.5000
```
